# Wall slope of a single-subband Hartree state in an inversion layer: a program that tests the result

```python
"""
Result under test: for one occupied self-consistent Hartree subband at a hard
wall z=0, with a constant depletion field,
    psi'(0)^2 = (2 m e^2 / (hbar^2 eps)) * (N_d + N_s/2).
psi : normalised real envelope function, psi(0)=0;  m : mass normal to the wall
N_d : depletion charge per area / e;  N_s : electrons per area
eps : semiconductor permittivity
The slope is read from finite-difference Schroedinger-Poisson solutions.
Internal units: eV and nm. Material parameters are rough, rounded values in the
regime of a (100) silicon MOS inversion layer.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

H2 = sc.hbar**2 / sc.m_e / sc.e * 1e18       # hbar^2/m0 in eV nm^2
KAPPA_S, KAPPA_OX = 12.0, 4.0                # relative permittivities
C = sc.e / (sc.epsilon_0 * KAPPA_S) * 1e9    # e^2/eps in eV nm
M_Z, M_LIGHT = 0.9, 0.2                      # masses in units of m0
LENGTH = 30.0                                # far end of the grid, nm
# each ladder: normal mass, in-plane density-of-states mass, valley number
LADDERS = [(M_Z, M_LIGHT, 2), (M_LIGHT, np.sqrt(M_Z * M_LIGHT), 4)]
N_D, N_S, N_A = 0.012, 0.020, 1e-4           # nm^-2, nm^-2, nm^-3


def running(y, step):
    return cumulative_trapezoid(y, dx=step, initial=0.0)


def levels(mass, potential, step, count):
    """Lowest states; hard walls at the first and last grid nodes."""
    t = H2 / (2 * mass * step**2)
    inner = potential[1:-1]
    energy, vec = eigh_tridiagonal(2 * t + inner, np.full(len(inner) - 1, -t),
                                   select='i', select_range=(0, count - 1))
    return energy, np.pad(vec.T / np.sqrt(step), ((0, 0), (1, 1)))


def slope_squared(psi, step):
    return ((-3 * psi[0] + 4 * psi[1] - psi[2]) / (2 * step))**2


def occupations(energy, weight, total, kT):
    """Thermal filling of two-dimensional subbands; weight = states/eV/nm^2."""
    def filling(mu):
        return weight * kT * np.logaddexp(0.0, (mu - energy) / kT)
    mu = brentq(lambda x: filling(x).sum() - total,
                energy.min() - 2, energy.min() + 2, xtol=1e-14)
    return filling(mu)


def solve(n_dep, n_inv, step=0.01, acceptors=0.0, extra=None, kT=None):
    """Iterate Poisson and Schroedinger equations to self-consistency."""
    z = np.linspace(0.0, LENGTH, round(LENGTH / step) + 1)
    density = n_inv * 0.5 * z**2 * np.exp(-z)
    potential = None
    for iteration in range(400):
        beyond = n_inv - running(density, step)
        target = C * (n_dep * z - acceptors * z**2 / 2 + running(beyond, step))
        if extra is not None:
            target[1:] += extra(z[1:], density[1:])
        if potential is None:
            potential = target
        elif np.max(np.abs(target - potential)) < 1e-8:
            break
        else:
            potential = potential + 0.5 * (target - potential)
        if kT is None:
            energy, psi = levels(M_Z, potential, step, 1)
            mass, filled = np.array([M_Z]), np.array([n_inv])
        else:
            parts = [levels(lad[0], potential, step, 8) for lad in LADDERS]
            energy = np.concatenate([p[0] for p in parts])
            psi = np.concatenate([p[1] for p in parts])
            mass = np.repeat([lad[0] for lad in LADDERS], 8)
            weight = np.repeat([lad[2] * lad[1] / (np.pi * H2)
                                for lad in LADDERS], 8)
            filled = occupations(energy, weight, n_inv, kT)
        density = filled @ psi**2
    else:
        raise AssertionError("self-consistency not reached")
    return SimpleNamespace(z=z, step=step, V=potential, E=energy, psi=psi,
                           mass=mass, filled=filled, density=density)


def predicted(n_dep, n_inv):
    return 2 * M_Z / H2 * C * (n_dep + n_inv / 2)


def show(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# ---- main theorem, with removal of the leading squared-step error ----
ratios = []
for dep, inv in [(N_D, N_S), (0.0, N_S), (N_D, 0.0), (0.004, 0.03)]:
    pair = []
    for h in (0.02, 0.01):
        s = solve(dep, inv, h)
        pair.append(slope_squared(s.psi[0], h) / predicted(dep, inv))
    limit = (4 * pair[1] - pair[0]) / 3
    assert abs(limit - 1) < 2e-5, (dep, inv, pair, limit)
    ratios.append((dep, inv, pair[1], limit))

main = solve(N_D, N_S)
z, h, psi = main.z, main.step, main.psi[0]
exact = predicted(N_D, N_S)
mean_force = C * (N_D + N_S / 2)
mean_z = trapezoid(z * psi**2, dx=h)
force_numeric = trapezoid(np.gradient(main.V, h) * psi**2, dx=h)
assert abs(force_numeric / mean_force - 1) < 1e-3

# Poisson solution against the direct sum over charged sheets
at = round(2.0 / h)
sheet_sum = C * trapezoid(np.minimum(z, z[at]) * main.density, dx=h)
assert abs(main.V[at] - C * N_D * z[at] - sheet_sum) < 1e-5

# Wall force from energies with the wall moved by one step either way
e_right = levels(M_Z, main.V[2:], h, 1)[0][0]
# a wall one step to the left makes z=0 an ordinary node
e_left = levels(M_Z, np.concatenate(([0.0], main.V)), h, 1)[0][0]
e_wall_plus = levels(M_Z, main.V[1:], h, 1)[0][0]
wall_force = (e_wall_plus - e_left) / (2 * h)
assert abs(wall_force / mean_force - 1) < 2e-3
assert e_right > e_wall_plus > main.E[0] > e_left

# Parabolic growth of density near the wall
near = round(0.1 / h)
near_ratio = main.density[near] / (N_S * exact * z[near]**2)
assert abs(near_ratio - 1) < 0.03   # next term is of relative order z^2

# ---- trial function z exp(-b z/2), total energy minimised by quadrature ----
def trial_energy(b, dep, inv):
    f = np.sqrt(b**3 / 2) * z * np.exp(-b * z / 2)
    df = np.sqrt(b**3 / 2) * (1 - b * z / 2) * np.exp(-b * z / 2)
    hartree = C * inv * running(1 - running(f**2, h), h)
    return trapezoid(H2 / (2 * M_Z) * df**2
                     + (C * dep * z + hartree / 2) * f**2, dx=h)


trial = []
for dep, inv in [(N_D, N_S), (N_D, 0.0)]:
    b = minimize_scalar(trial_energy, bounds=(0.5, 4), args=(dep, inv),
                        method='bounded', options={'xatol': 1e-9}).x
    b_cubed = 12 * M_Z * C / H2 * (dep + 11 * inv / 32)
    assert abs(b**3 / b_cubed - 1) < 1e-3
    trial.append((b, b**3 / 2 / predicted(dep, inv)))
assert abs(trial[1][1] - 3) < 5e-3

# ---- is only one subband filled at low temperature? ----
e_heavy, psi_heavy = levels(M_Z, main.V, h, 2)
e_light = levels(M_LIGHT, main.V, h, 1)[0][0]
fermi = N_S * np.pi * H2 / (2 * M_LIGHT)
gap_heavy, gap_light = e_heavy[1] - e_heavy[0], e_light - e_heavy[0]
assert fermi < min(gap_heavy, gap_light)
excited_ratio = slope_squared(psi_heavy[1], h) / exact
excited_q = trapezoid((1 - running(psi**2, h)) * psi_heavy[1]**2, dx=h)
excited_rule = 2 * M_Z / H2 * C * (N_D + N_S * excited_q) / exact
assert abs(excited_ratio / excited_rule - 1) < 3e-3
assert abs(excited_q - 0.5) > 0.02

# ---- depletion curvature ----
curved = solve(N_D, N_S, acceptors=N_A)
curved_z = trapezoid(z * curved.psi[0]**2, dx=h)
curved_ratio = slope_squared(curved.psi[0], h) / exact
curved_rule = 1 - N_A * curved_z / (N_D + N_S / 2)
assert abs(curved_ratio / curved_rule - 1) < 1e-3
assert abs(curved_rule - 1) > 3e-3

# ---- 300 K: several subbands and two valley ladders ----
kT_300, kT_4 = sc.k * 300 / sc.e, sc.k * 4 / sc.e
hot = solve(N_D, N_S, step=0.02, kT=kT_300)
hot_slopes = np.array([slope_squared(p, hot.step) for p in hot.psi])
hot_sum = np.sum(hot.filled * H2 / (2 * hot.mass) * hot_slopes)
hot_rule = C * N_S * (N_D + N_S / 2)
assert abs(hot_sum / hot_rule - 1) < 5e-3   # squared-step error at 0.02 nm
hot_fraction = hot.filled[0] / N_S
hot_ratio = hot_slopes[0] / exact

# ---- local exchange for two equally filled valleys ----
def exchange(z_in, n):
    return -C / (4 * np.pi) * np.cbrt(3 * n / (2 * np.pi))


exch = solve(N_D, N_S, extra=exchange)
exch_ratio = slope_squared(exch.psi[0], h) / exact
assert abs(exch_ratio - 1) < 2e-3
exch_shift = exch.E[0] - main.E[0]

# ---- repulsive image potential A/z from the low-permittivity oxide ----
A_IMAGE = C / (16 * np.pi) * (KAPPA_S - KAPPA_OX) / (KAPPA_S + KAPPA_OX)
image = solve(N_D, N_S, extra=lambda z_in, n: A_IMAGE / z_in)
image_slope = slope_squared(image.psi[0], h)
over_z = np.concatenate(([np.sqrt(image_slope)],
                         np.abs(image.psi[0][1:]) / z[1:]))
image_force = A_IMAGE * trapezoid(over_z**2, dx=h)
image_rule = 2 * M_Z / H2 * (mean_force - image_force)
assert abs(image_slope / image_rule - 1) < 5e-3

# ---- finite flat barrier in the frozen Hartree potential ----
U_BAR, M_BAR, THICK = 3.0, 0.5, 1.5          # eV, m0, nm
nb = round(THICK / h)
link_mass = np.concatenate((np.full(nb, M_BAR), np.full(len(z) - 1, M_Z)))
t_link = H2 / (2 * link_mass * h**2)
v_bar = np.concatenate((np.full(nb - 1, U_BAR), [U_BAR / 2], main.V[1:-1]))
e_bar, vec = eigh_tridiagonal(t_link[:-1] + t_link[1:] + v_bar, -t_link[1:-1],
                              select='i', select_range=(0, 0))
e_bar, full = e_bar[0], vec[:, 0] / np.sqrt(h)
inside = np.append(full[nb - 1:], 0.0)
field = C * (N_D + N_S - running(main.density, h))
bar_force = trapezoid(field * inside**2, dx=h)
bar_slope = slope_squared(inside, h)
bar_rule = (2 * M_Z / H2 * bar_force
            / (1 + M_BAR / M_Z * e_bar / (U_BAR - e_bar)))
assert abs(bar_slope / bar_rule - 1) < 3e-3
in_oxide = 1 - trapezoid(inside**2, dx=h)

# ---- printed results ----
show("normal mass", M_Z, "m0", ".2f")
show("in-plane mass, lowest ladder", M_LIGHT, "m0", ".2f")
show("relative permittivity, semiconductor", KAPPA_S, "", ".1f")
show("relative permittivity, oxide", KAPPA_OX, "", ".1f")
show("depletion sheet density N_d", N_D * 1e14, "cm^-2", ".2e")
show("inversion sheet density N_s", N_S * 1e14, "cm^-2", ".2e")
show("acceptor density N_A", N_A * 1e21, "cm^-3", ".2e")
show("depletion width N_d/N_A", N_D / N_A, "nm", ".1f")
show("depletion band bending", C * N_D**2 / (2 * N_A), "eV", ".3f")
show("field at wall", C * (N_D + N_S) * 10, "MV/cm")
show("field behind layer", C * N_D * 10, "MV/cm")
show("mean field, formula", mean_force * 10, "MV/cm")
show("mean field, numerical state", force_numeric * 10, "MV/cm")
show("wall force/e from shifted wall", wall_force * 10, "MV/cm")
show("squared wall slope, formula", exact, "nm^-3", ".5f")
show("squared wall slope, numerical limit", exact * ratios[0][3], "nm^-3",
     ".5f")
for dep, inv, raw, limit in ratios:
    print(f"N_d={dep*1e14:.1e}, N_s={inv*1e14:.1e} cm^-2: slope^2 "
          f"numerical/formula {raw:.6f} (0.01 nm step), {limit:.7f} (limit)")
show("mean distance from wall", mean_z, "nm")
show("density at 0.1 nm / parabolic law", near_ratio, "")
show("subband energy above V(0)", main.E[0] * 1e3, "meV", ".2f")
show("trial parameter b", trial[0][0], "nm^-1")
show("trial/true squared slope, example", trial[0][1], "")
show("trial/true squared slope, N_s=0", trial[1][1], "")
show("Fermi energy above subband", fermi * 1e3, "meV", ".2f")
show("gap to next level, same ladder", gap_heavy * 1e3, "meV", ".2f")
show("gap to lowest level, other ladder", gap_light * 1e3, "meV", ".2f")
show("empty excited state: mean Q", excited_q, "")
show("empty excited state: slope^2/formula", excited_ratio, "")
show("thermal energy at 4 K", kT_4 * 1e3, "meV", ".3f")
show("thermal energy at 300 K", kT_300 * 1e3, "meV", ".2f")
show("300 K: fraction in lowest subband", hot_fraction, "", ".3f")
show("300 K: lowest-subband slope^2/formula", hot_ratio, "", ".3f")
show("300 K: subband sum/its formula", hot_sum / hot_rule, "")
show("curvature: slope^2/formula", curved_ratio, "")
show("curvature: corrected rule/formula", curved_rule, "")
show("local exchange: slope^2/formula", exch_ratio, "")
show("local exchange: energy shift", exch_shift * 1e3, "meV", ".2f")
show("image coefficient A", A_IMAGE * 1e3, "meV nm", ".2f")
show("image: opposing mean field", image_force * 10, "MV/cm")
show("image: slope^2/formula", image_slope / exact, "")
show("image: energy shift", (image.E[0] - main.E[0]) * 1e3, "meV", ".2f")
show("barrier height", U_BAR, "eV", ".1f")
show("barrier mass", M_BAR, "m0", ".2f")
show("barrier: slope^2/formula", bar_slope / exact, "")
show("barrier: probability in oxide", in_oxide, "", ".2e")
show("barrier: energy shift", (e_bar - main.E[0]) * 1e3, "meV", ".2f")
show("oxide field", C * (N_D + N_S) * 10 * KAPPA_S / KAPPA_OX, "MV/cm", ".3f")
print("finished without a failed check")
```

Running it gives:

```
normal mass: 0.90 m0
in-plane mass, lowest ladder: 0.20 m0
relative permittivity, semiconductor: 12.0
relative permittivity, oxide: 4.0
depletion sheet density N_d: 1.20e+12 cm^-2
inversion sheet density N_s: 2.00e+12 cm^-2
acceptor density N_A: 1.00e+17 cm^-3
depletion width N_d/N_A: 120.0 nm
depletion band bending: 1.086 eV
field at wall: 0.4825 MV/cm
field behind layer: 0.1810 MV/cm
mean field, formula: 0.3317 MV/cm
mean field, numerical state: 0.3317 MV/cm
wall force/e from shifted wall: 0.3317 MV/cm
squared wall slope, formula: 0.78365 nm^-3
squared wall slope, numerical limit: 0.78365 nm^-3
N_d=1.2e+12, N_s=2.0e+12 cm^-2: slope^2 numerical/formula 1.000190 (0.01 nm step), 1.0000015 (limit)
N_d=0.0e+00, N_s=2.0e+12 cm^-2: slope^2 numerical/formula 1.000132 (0.01 nm step), 1.0000008 (limit)
N_d=1.2e+12, N_s=0.0e+00 cm^-2: slope^2 numerical/formula 1.000110 (0.01 nm step), 1.0000006 (limit)
N_d=4.0e+11, N_s=3.0e+12 cm^-2: slope^2 numerical/formula 1.000190 (0.01 nm step), 1.0000016 (limit)
mean distance from wall: 1.7670 nm
density at 0.1 nm / parabolic law: 0.9926
subband energy above V(0): 97.17 meV
trial parameter b: 1.5918 nm^-1
trial/true squared slope, example: 2.5734
trial/true squared slope, N_s=0: 2.9996
Fermi energy above subband: 11.97 meV
gap to next level, same ladder: 48.81 meV
gap to lowest level, other ladder: 44.51 meV
empty excited state: mean Q: 0.1799
empty excited state: slope^2/formula: 0.7092
thermal energy at 4 K: 0.345 meV
thermal energy at 300 K: 25.85 meV
300 K: fraction in lowest subband: 0.535
300 K: lowest-subband slope^2/formula: 1.134
300 K: subband sum/its formula: 1.0007
curvature: slope^2/formula: 0.9921
curvature: corrected rule/formula: 0.9919
local exchange: slope^2/formula: 1.0002
local exchange: energy shift: -18.20 meV
image coefficient A: 15.00 meV nm
image: opposing mean field: 0.1148 MV/cm
image: slope^2/formula: 0.6542
image: energy shift: 12.36 meV
barrier height: 3.0 eV
barrier mass: 0.50 m0
barrier: slope^2/formula: 1.0170
barrier: probability in oxide: 5.22e-04
barrier: energy shift: -3.02 meV
oxide field: 1.448 MV/cm
finished without a failed check
```
